# Geometric Phase Analysis of a Lattice Image: Recovery and Error Analysis

## A displacement that is right in one component and wrong in the other

A synthetic lattice image is made by moving every atomic column through a known displacement. At the pixel $(2.00, 1.00)$ nm the true displacement is $(0.2847, 0.0949)$ nm. Two Fourier reflections of the image give the phases $0.2114$ and $-2.5287$ rad there, and a linear inversion of these turns them into $(-0.0786, 0.0940)$ nm. The $y$ component is right to about 1 pm. The $x$ component has the wrong sign and is off by 0.36 nm, more than the displacement itself.

The explanation needs the relation between phase and displacement, the ambiguity of a phase by multiples of $2\pi$, and the matrix that joins two phases to two components. The remaining 1 pm has a different origin, the filter that isolates each reflection.

## Model and conventions

The undisplaced columns sit at the sites $\mathbf R$ of a plane lattice. Reciprocal vectors $\mathbf g$ are in cycles per nm, so a lattice wave is $e^{2\pi i\mathbf g\cdot\mathbf r}$. The two chosen reflections are the rows of

$$G=\begin{pmatrix} p & q\\ -p & q\end{pmatrix},\qquad p=2.7730\ \text{nm}^{-1},\quad q=1.9608\ \text{nm}^{-1}.$$

They are the 111-type reflections of a face-centred cubic lattice with edge 0.51 nm, seen along a face diagonal. The angle between them is $109.47^\circ$. The columns of $G^{-1}$ are lattice vectors $\mathbf a_1,\mathbf a_2$ with $\mathbf g_i\cdot\mathbf a_j=\delta_{ij}$, and they generate all the sites.

A column moves from $\mathbf R$ to $\mathbf R+\mathbf U(\mathbf R)$, with

$$\mathbf U(\mathbf R)=\mathbf u_0\,e^{-R^2/2w^2},\qquad \mathbf u_0=(0.30,0.10)\ \text{nm},\quad w=6.0\ \text{nm}.$$

An image is read at the position where a column is now. The field it can reveal is therefore $\mathbf u(\mathbf r)$, the displacement of the material now at $\mathbf r$:

$$\mathbf u(\mathbf r)=\mathbf U(\mathbf r-\mathbf u(\mathbf r)).$$

The largest component of $\nabla\mathbf u$ is 3.13 %, and the norm of $\nabla\mathbf U$ is at most $|\mathbf u_0|e^{-1/2}/w=3.2$ %, far below 1, so $\mathbf R\mapsto\mathbf R+\mathbf U(\mathbf R)$ is invertible and $\mathbf u$ is single-valued.

## Why the phase measures displacement

Let $\mathbf X(\mathbf r)=\mathbf r-\mathbf u(\mathbf r)$ be the original position of the material at $\mathbf r$. Changing variables in the delta function gives the column density

$$\sum_{\mathbf R}\delta(\mathbf r-\mathbf R-\mathbf U(\mathbf R))=J(\mathbf r)\sum_{\mathbf R}\delta(\mathbf X(\mathbf r)-\mathbf R),\qquad J=\det(1-\nabla\mathbf u).$$

The sum on the right is periodic in $\mathbf X$. Each of its Fourier coefficients is one over the cell area, which is $|\det G|$. Hence the density is

$$J(\mathbf r)\,|\det G|\sum_{\mathbf g}e^{2\pi i\mathbf g\cdot\mathbf r}\,e^{-2\pi i\mathbf g\cdot\mathbf u(\mathbf r)},$$

where the sum runs over the whole reciprocal lattice.

Each column appears as a Gaussian spot $s(\mathbf t)$ of standard deviation $\tau=0.06$ nm, so the image is the density convolved with $s$. Over one spot, $\mathbf u(\mathbf r-\mathbf t)\approx\mathbf u(\mathbf r)-(\mathbf t\cdot\nabla)\mathbf u$. Each harmonic is then multiplied by $\int s(\mathbf t)e^{-2\pi i\mathbf k\cdot\mathbf t}d^2t$, with the local frequency $\mathbf k=\mathbf g-\nabla(\mathbf g\cdot\mathbf u)$. This factor is real and positive for a Gaussian, so at this order it changes the amplitude but not the phase. After removal of the carrier $e^{2\pi i\mathbf g\cdot\mathbf r}$,

$$\varphi_i(\mathbf r)=-2\pi\,\mathbf g_i\cdot\mathbf u(\mathbf r).$$

The minus sign comes from $\mathbf X=\mathbf r-\mathbf u$: moving a pattern towards positive $x$ delays its wave.

One phase gives only the component of $\mathbf u$ along $\mathbf g_i$, since motion parallel to the fringes leaves them unchanged. Two noncollinear reflections are needed.

## Isolating a reflection

Multiply the image transform $\hat I(\mathbf k)$ by a Gaussian mask centred on $\mathbf g$, transform back, and remove the carrier:

$$H_{\mathbf g}(\mathbf r)=e^{-2\pi i\mathbf g\cdot\mathbf r}\int\hat I(\mathbf k)\,e^{-2\pi^2\sigma^2|\mathbf k-\mathbf g|^2}e^{2\pi i\mathbf k\cdot\mathbf r}\,d^2k .$$

With $\mathbf k=\mathbf g+\boldsymbol\kappa$ the carrier cancels. The function $\hat I(\mathbf g+\boldsymbol\kappa)$ is the transform of $I(\mathbf r)e^{-2\pi i\mathbf g\cdot\mathbf r}$, and a product of transforms is a convolution. Therefore

$$H_{\mathbf g}(\mathbf r)=\int K(\mathbf t)\,I(\mathbf r+\mathbf t)\,e^{-2\pi i\mathbf g\cdot(\mathbf r+\mathbf t)}d^2t,\qquad K(\mathbf t)=\frac{e^{-t^2/2\sigma^2}}{2\pi\sigma^2}.$$

The mask is thus a local average with standard deviation $\sigma=0.60$ nm. The nearest other reflection is $|\mathbf g_1|=1/0.2944=3.40$ nm$^{-1}$ away, where the mask has fallen to about $e^{-82}$. Near the image border the average would reach outside the data, so 3.20 nm is cut from each side.

## Unwrapping

The argument of $H_{\mathbf g}$ is known only in an interval of length $2\pi$. Let $\mathcal W$ add the multiple of $2\pi$ that brings a number into $[-\pi,\pi)$. If the true phase changes by less than $\pi$ between neighbouring pixels, $\mathcal W$ applied to the difference of wrapped phases returns the true difference. Summing these differences from a starting pixel rebuilds the phase.

The condition can be estimated. The steepest slope of the Gaussian factor is $e^{-1/2}/w=0.101$ nm$^{-1}$, and $\mathbf g_1\cdot\mathbf u_0=1.028$. The phase gradient is about $2\pi(1.028)(0.101)=0.65$ rad/nm, or 0.026 rad per pixel of 0.04 nm, far below $\pi$.

The sum is independent of path if the wrapped differences around every loop of four pixels add to zero, because larger loops are built from these. A nonzero loop sum is a residue. The image has none in either reflection. Absence of residues does not replace the step condition: a uniform ramp of $1.5\pi$ per pixel wraps consistently to $-0.5\pi$ per pixel, without residues and with the wrong slope.

**A case where unwrapping must fail.** Around a dislocation, $\mathbf u$ changes by a Burgers vector $\mathbf b$ in one counterclockwise circuit, and the phase changes by $-2\pi\mathbf g_i\cdot\mathbf b$. For $\mathbf b=\mathbf a_1$ the winding numbers should be $-1$ for $\mathbf g_1$ and $0$ for $\mathbf g_2$. A second synthetic image with such a dislocation gives these values. Unwrapping its first phase along two different routes gives results that differ by up to 6.2832 rad, one full turn. No single-valued continuous displacement exists there, so a cut must be chosen.

Unwrapping also leaves one common multiple of $2\pi$ per reflection. Here it is fixed in a corner of the cropped image, where the bump has nearly vanished. Without a region of known displacement, $\mathbf u$ is determined only up to a lattice vector, and if the origin of the reference lattice is also unknown, as in a measured image, only up to an arbitrary constant vector.

## Inverting the matrix

With unwrapped phases $P_i$, the pair of equations $\mathbf P=-2\pi G\mathbf u$ gives

$$\mathbf u=-\frac{1}{2\pi}G^{-1}\mathbf P=-\frac{P_1\mathbf a_1+P_2\mathbf a_2}{2\pi}.$$

Since $\det G=2pq$,

$$G^{-1}=\frac1{2pq}\begin{pmatrix} q&-q\\ p&p\end{pmatrix},\qquad u_x=-\frac{P_1-P_2}{4\pi p},\qquad u_y=-\frac{P_1+P_2}{4\pi q}.$$

At the sample pixel the unwrapped phases are $P_1=-6.0718$ and $P_2=3.7545$ rad, so

$$u_x=\frac{9.8263}{34.847}=0.2820\ \text{nm},\qquad u_y=\frac{2.3173}{24.640}=0.0940\ \text{nm}.$$

The opening puzzle is now resolved. Wrapping added $2\pi$ to $P_1$ and subtracted $2\pi$ from $P_2$. Their sum, which sets $u_y$, did not change. Their difference changed by $4\pi$, which moves $u_x$ by $-1/p=-0.3606$ nm. The false result differs from the recovered one by the lattice vector $\mathbf a_2-\mathbf a_1$.

The inversion becomes unstable as the reflections approach collinearity. For equal lengths $g$ and angle $\beta$,

$$GG^{T}=g^2\begin{pmatrix}1&\cos\beta\\ \cos\beta&1\end{pmatrix},$$

with eigenvalues $g^2(1\pm\cos\beta)$. The condition number of $G$ is $\sqrt{(1+|\cos\beta|)/(1-|\cos\beta|)}$. Here $\cos\beta=-1/3$ and it is $\sqrt2$. It diverges when $\beta$ tends to $0$ or $180^\circ$.

## Filter bias

Inside the filter, expand the phase about $\mathbf r$:

$$\varphi(\mathbf r+\mathbf t)\approx\varphi+\mathbf q\cdot\mathbf t+\tfrac12\mathbf t^TC\mathbf t,\qquad \mathbf q=\nabla\varphi,\quad C_{jk}=\partial_j\partial_k\varphi .$$

Take the amplitude as constant over the filter and keep first order in $C$. The average of $e^{i\varphi}$ is then

$$e^{i\varphi}\int K(\mathbf t)e^{i\mathbf q\cdot\mathbf t}\left(1+\tfrac i2\mathbf t^TC\mathbf t\right)d^2t .$$

The first integral is $M=e^{-\sigma^2q^2/2}$. Two derivatives with respect to $\mathbf q$ bring down $-t_jt_k$, so

$$\int K\,t_jt_k\,e^{i\mathbf q\cdot\mathbf t}d^2t=-\frac{\partial^2M}{\partial q_j\partial q_k}=(\sigma^2\delta_{jk}-\sigma^4q_jq_k)M .$$

The average is $Me^{i\varphi}(1+i\,\delta P)$, which to this order has phase $\varphi+\delta P$ with

$$\delta P=\frac{\sigma^2}{2}\operatorname{tr}C-\frac{\sigma^4}{2}\mathbf q^TC\mathbf q .$$

Two limits show its meaning. For a uniform displacement gradient, $C=0$: the filter multiplies the amplitude by $M\le1$ but does not bias the phase. For small $\sigma q$ the first term dominates, except where $\operatorname{tr}C$ is close to zero; for this bump that is a narrow ring near $r=\sqrt2\,w\approx8.5$ nm, where both terms are small. Then $\operatorname{tr}C_i=-2\pi\mathbf g_i\cdot\nabla^2\mathbf u$, and inversion gives

$$\delta\mathbf u\approx\frac{\sigma^2}{2}\nabla^2\mathbf u .$$

This is ordinary smoothing, which lowers peaks. At the top of the bump $\mathbf q=0$ and $\nabla^2\mathbf u=-2\mathbf u_0/w^2$, so

$$|\delta\mathbf u|=\frac{\sigma^2}{w^2}|\mathbf u_0|=0.010\times0.316\ \text{nm}=3.2\ \text{pm}.$$

The largest recovery error anywhere in the cropped image is 0.00317 nm, or 3.17 pm, about 1 % of $|\mathbf u_0|$. The RMS error of the displacement vector is 0.675 pm. Subtracting the bias computed from the full formula leaves 0.015 pm, so the formula accounts for nearly all the error. The derivatives were taken from the true field, so this identifies the source of the error; it does not demonstrate a correction from measured data.

A different error arises if the recovered field is read as $\mathbf U$ at the same coordinates. To first order, $\mathbf u\approx\mathbf U-(\mathbf U\cdot\nabla)\mathbf U$. Under that reading the RMS error rises from 0.675 to 1.914 pm. To obtain the displacement of an original site, solve $\mathbf U(\mathbf R)=\mathbf u(\mathbf R+\mathbf U(\mathbf R))$.

## Error in the reference lattice

Suppose the assumed cell is too large by a fraction $e$. Then $\mathbf g'=\mathbf g/(1+e)$, and $\mathbf g-\mathbf g'=e\mathbf g'$. Removing the wrong carrier leaves

$$P'_i=2\pi(\mathbf g_i-\mathbf g_i')\cdot\mathbf r-2\pi\mathbf g_i\cdot\mathbf u
=2\pi\mathbf g_i'\cdot[e\mathbf r-(1+e)\mathbf u].$$

Applying $-G'^{-1}/2\pi$ gives, up to a constant lattice vector,

$$\mathbf u'=(1+e)\mathbf u-e\mathbf r .$$

A cell error of 0.50 % creates a false displacement of 0.1726 nm across the cropped side, over half of $|\mathbf u_0|$. Repeating the analysis with this wrong cell reproduces the formula to within 0.00005 nm once the mean difference is removed, when $\mathbf u$ is taken as the field recovered with the correct cell. With the true field in the formula the deviation reaches 0.0031 nm, the size of the filter bias. Displacement gradients are therefore always relative to the chosen reference, whose error enters them directly.

## Counting noise

The image analysed above has no noise. Now let pixel $j$ of a perfect lattice image have independent Poisson counts with expectation $\bar I_j$ and mean 20. Write $K_j$ for the normalized filter weights and $\theta_{ij}=2\pi\mathbf g_i\cdot\mathbf r_j$. The unperturbed $H_i$ is the real Fourier amplitude $I_{\mathbf g_i}$, so a small fluctuation changes the phase by

$$\delta P_i=\frac{\operatorname{Im}\delta H_i}{I_{\mathbf g_i}}=-\frac1{I_{\mathbf g_i}}\sum_jK_j\,\delta I_j\sin\theta_{ij}.$$

The variance of a Poisson count equals its mean. Using $\sin\theta\sin\theta'=\tfrac12[\cos(\theta-\theta')-\cos(\theta+\theta')]$, and noting that the broad weight $K_j^2$ selects one harmonic of $\bar I$ from each cosine,

$$\operatorname{cov}(P_i,P_k)=\frac{S\,(I_{\mathbf g_i-\mathbf g_k}-I_{\mathbf g_i+\mathbf g_k})}{2I_{\mathbf g_i}I_{\mathbf g_k}},\qquad S=\sum_jK_j^2=\frac{h^2}{4\pi\sigma^2},$$

where $h$ is the pixel side. For Gaussian spots $I_{\mathbf g}=20\,e^{-2\pi^2\tau^2g^2}$. This gives $I_{\mathbf g_1}=8.81$, $I_{2\mathbf g_1}=0.75$ and $S=3.54\times10^{-4}$, hence

$$\sigma_P=\sqrt{\frac{3.54\times10^{-4}(20-0.75)}{2(8.81)^2}}=0.0066\ \text{rad}.$$

The two phases share the same counts and are correlated, with coefficient $\rho=-0.232$. From the formulas for $u_x$ and $u_y$,

$$\sigma_x=\frac{\sigma_P\sqrt{2(1-\rho)}}{4\pi p}=0.30\ \text{pm},\qquad
\sigma_y=\frac{\sigma_P\sqrt{2(1+\rho)}}{4\pi q}=0.33\ \text{pm}.$$

Ignoring the correlation would give 0.27 and 0.38 pm. These values assume no background between the spots; a uniform background of 20 further counts per pixel raises $I_{\mathbf 0}$ from 20 to 40 and $\sqrt{\sigma_x^2+\sigma_y^2}$ from 0.45 to 0.65 pm. Random sampling with 1500 images of the filter region gives 0.300 and 0.323 pm. The sampled correlation is $-0.268$, about 1.5 sampling standard errors from the formula.

At fixed counts per pixel, noise scales as $1/\sigma$ and the leading bias as $\sigma^2$. Halving $\sigma$ to 0.30 nm would reduce the peak bias from 3.2 to about 0.8 pm and raise the combined noise $\sqrt{\sigma_x^2+\sigma_y^2}$ from 0.45 to 0.9 pm. For this field and dose, 0.60 nm is therefore limited by bias at the peak, while 0.30 nm roughly balances the two there. Over the whole field the RMS bias at 0.30 nm is only about 0.18 pm, so away from the peak that filter is limited by noise.

## Hafnia capacitor films

The 0.51 nm cell is a rough value for hafnia, idealized as cubic; the polar orthorhombic cell has unequal edges. The bump is a test field, and its 3.13 % gradient is chosen for the test, not taken from a measured film. A film roughly 10 nm thick, viewed in cross-section, offers no single crystal filling a 40.96 nm image, and a polycrystalline film limits the lateral extent as well. A 10 nm grain would keep 3.6 nm after the border cut used here. That cut, $5.3\sigma$, is generous: at 1.2 nm from a sharp edge of the model lattice with nothing beyond it, the error is about 0.4 pm without strain and 0.7 pm at a uniform dilation of 3 %.

The assumption of identical columns can fail, because cations in the low-symmetry phases leave the ideal sites. If alternate columns shift by $\mathbf d$, the harmonic acquires the factor

$$\tfrac12(1+e^{-2\pi i\mathbf g\cdot\mathbf d})=e^{-\pi i\mathbf g\cdot\mathbf d}\cos(\pi\mathbf g\cdot\mathbf d),$$

which, while the cosine is positive, is read as a displacement $\mathbf d/2$. This is the shift of the centroid of the two columns: the pattern equals a rigid translation by $\mathbf d/2$ plus opposite shifts $\pm\mathbf d/2$. An image with $\mathbf d=(0,0.020)$ nm gives 0.010 nm, three times the largest filter error. Opposite shifts $\pm\mathbf d/2$ give the real factor $\cos(\pi\mathbf g\cdot\mathbf d)$, and no displacement reading while it is positive. For small shifts the phase therefore follows the centroid of the cation columns, and a centroid step across a domain boundary is read as a lattice displacement. In the polar orthorhombic phase (space group $Pca2_1$) the four cations leave the face-centred sites by $(\pm\delta_x,\pm\delta_y)$ in all four sign combinations, with $\delta$ in cell fractions, so the 111-type factor is $\cos(2\pi\delta_x)\cos(2\pi\delta_y)$, real as in the case of opposite shifts. Polarization depends on the oxygen positions relative to the cations, which this cation-only model does not contain.

Instrument effects can be as large. A drift of 0.2 nm/min during a 10 s frame moves the specimen by 0.033 nm, an apparent gradient of 0.081 % over the image if the frame is scanned line by line; it appears in the derivative along the slow-scan direction, as a stretch for drift along that direction and as a shear for drift across it. In a parallel exposure the same drift blurs the columns and, for an unstrained lattice, adds a uniform offset of half the drift but no gradient; in a strained field the map is also shifted by half the drift, which for the bump changes the gradient by up to 0.014 %. A tilt change of 1 mrad through 20 nm of material moves the column midpoint by 0.010 nm relative to the entrance surface. Lens phase shifts and irregular scan errors are not included. For these assumed values, picometre agreement in the synthetic test measures the algorithm's error and not the accuracy of a real strain map.

## Calculated quantities

```
Rough cell edge: 0.51 nm
Pixel: 0.04 nm
Image: 1024 x 1024 pixels
Image side: 40.96 nm
Margin cut from each side: 3.20 nm
Spot standard deviation: 0.06 nm
Filter standard deviation: 0.60 nm
Bump amplitude x, y: 0.30, 0.10 nm
Bump width: 6.0 nm
g1 x, y: 2.7730, 1.9608 1/nm
g2 x, y: -2.7730, 1.9608 1/nm
Fringe spacing: 0.2944 nm
Angle between g1 and g2: 109.47 degrees
Determinant of G: 10.8744 1/nm^2
Condition number of G: 1.4142
Lattice vector a1 x, y: 0.1803, 0.2550 nm
Lattice vector a2 x, y: -0.1803, 0.2550 nm
Largest true displacement-gradient component: 3.13 %
Sample pixel x, y: 2.00, 1.00 nm
Sample wrapped phases P1, P2: 0.2114, -2.5287 rad
Sample unwrapped phases P1, P2: -6.0718, 3.7545 rad
Sample displacement without unwrapping x, y: -0.0786, 0.0940 nm
Sample recovered displacement x, y: 0.28199, 0.09405 nm
Sample true displacement x, y: 0.28473, 0.09491 nm
Sample predicted filter bias x, y: -0.00274, -0.00089 nm
Phase residues in main image, both reflections: 0
Largest recovery error: 0.00317 nm
Largest recovery error, converted: 3.17 pm
RMS recovery error: 0.000675 nm
RMS error after subtracting predicted bias: 0.000015 nm
RMS error if original position is assumed: 0.001914 nm
Dislocation winding numbers for g1, g2: -1, 0
Dislocation: unwrapping path difference: 6.2832 rad
Reference cell error: 0.50 %
False displacement across cropped side from cell error: 0.1726 nm
Largest deviation from reference-error formula: 0.000050 nm
Internal shift of alternate columns x, y: 0.000, 0.020 nm
False displacement from internal shift x, y: 0.00000, 0.01000 nm
Mean count per pixel: 20
Phase noise, formula P1, P2: 0.00662, 0.00662 rad
Phase noise, sampled P1, P2: 0.00663, 0.00651 rad
Phase noise correlation, formula: -0.232
Phase noise correlation, sampled: -0.268
Displacement noise, formula x, y: 0.000298, 0.000333 nm
Displacement noise, sampled x, y: 0.000300, 0.000323 nm
Noise samples: 1500
Assumed drift rate: 0.2 nm/min
Assumed frame time: 10 s
Drift during one frame: 0.0333 nm
Apparent displacement gradient from drift: 0.081 %
Assumed film thickness along the beam: 20 nm
Assumed tilt change across image: 1 mrad
Shift of column midpoint from tilt change: 0.010 nm
```
